# Negative Ω₂ in Judd-Ofelt fits for Pr³⁺ and unequal energy denominators

**Question.** My three-parameter Judd-Ofelt fit, $S=\sum_{\lambda=2,4,6}\Omega_\lambda|U^\lambda|^2$, to the absorption bands of Pr³⁺ returns a negative $\Omega_2$, with or without ³P₂. I assumed the scheme works equally well for any trivalent lanthanide. Can $\Omega_2$ be negative in the theory? If not, which assumption fails, and what does the corrected line strength look like?

**Answer.** In the theory every $\Omega_\lambda$ is a sum of squares, so a negative value is produced by the fit. One assumption that can produce it is the use of a single energy denominator for all $4f^N$ levels. This is poor when a level lies a sizeable fraction of the way up to $4f^{N-1}5d$, as the ³P levels of Pr³⁺ do. When ³F₂ is among the fitted bands, the sign change in the model below also needs a small true $\Omega_2/\Omega_4$ and high bands in the fit; without ³F₂ the data barely determine $\Omega_2$.

### Amplitude

The levels $a,b$ of $4f^N$ have energies $E_a,E_b$ and good $J$ (no even crystal field, no $J$ mixing). A static odd field $V=\sum_{tp}B_{tp}\sum_i C^t_p(i)$, $t$ odd, mixes in $4f^{N-1}5d$ only; $ng$ states, charge transfer and ligand polarization are left out. $C^t_p=\sqrt{4\pi/(2t+1)}\,Y_{tp}$, and $B_{tp}$ contains the integral $\langle 4f|r^t|5d\rangle$. The dipole operator without the charge is $D_q=R\sum_iC^1_q(i)$ with $R=\langle4f|r|5d\rangle$. Energies are in cm⁻¹ and strengths in $10^{-20}$ cm², the natural units of this spectroscopy.

With $H_d$ the Hamiltonian inside $4f^{N-1}5d$, first-order theory gives $|\tilde a\rangle=|a\rangle-(H_d-E_a)^{-1}V|a\rangle$ and likewise for $\langle\tilde b|$. Parity makes $\langle b|D_q|a\rangle=0$, so to first order in $V$

$$A_q=-\langle b|\,D_q(H_d-E_a)^{-1}V+V(H_d-E_b)^{-1}D_q\,|a\rangle,\qquad S=\sum_{M,M',q}|A_q|^2 .$$

Two separate approximations lead from here to the standard formula: collapsing $H_d$ to one energy $E_d$, and setting $E_d-E_a=E_d-E_b$. Make only the first, and write $\Delta_a=E_d-E_a$, $\Delta_b=E_d-E_b$.

### Closure

Let $i,j$ label $4f$ and $\mu,\nu$ label $5d$ spin-orbitals. The product of the two blocks contains

$$a^\dagger_ia_\mu a^\dagger_\nu a_j=\delta_{\mu\nu}\,a^\dagger_ia_j-a^\dagger_ia^\dagger_\nu a_\mu a_j .$$

The second term vanishes on $4f^N$, which has no $d$ electron. Both orderings are therefore one-body, spin-independent $4f$ operators, built from $C^1_qP_dC^t_p$ and $C^t_pP_dC^1_q$, where $P_d$ projects one electron on $l=2$.

### Recoupling

The Wigner-Eckart convention is $\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle$. The unit tensor has $\langle3\|u^\lambda\|3\rangle=1$, $U^\lambda_\rho=\sum_iu^\lambda_\rho(i)$, and $\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}$.

$P_d$ is a scalar, so $X^\lambda_\rho=\sum_{qp}\langle1q\,tp|\lambda\rho\rangle C^1_qP_dC^t_p$ is a tensor of rank $\lambda$, and within $l=3$ it equals $x_{t\lambda}u^\lambda_\rho$. Orthogonality of the Clebsch-Gordan coefficients inverts this:

$$C^1_qP_dC^t_p=\sum_{\lambda}\langle1q\,tp|\lambda\rho\rangle\,x_{t\lambda}\,u^\lambda_\rho,\qquad\rho=q+p .$$

To find $x_{t\lambda}$, multiply $\langle3m|X^\lambda_\rho|3m'\rangle$ by $\langle 3m|u^\lambda_\rho|3m'\rangle$ and sum over $m,m',\rho$; the squared $3j$ symbols sum to 1. Insert $\langle1q\,tp|\lambda\rho\rangle=(-1)^{1-t+\rho}\sqrt{2\lambda+1}\begin{pmatrix}1&t&\lambda\\q&p&-\rho\end{pmatrix}$ and the theorem for both $C$ factors, with $\mu$ the $5d$ projection. For odd $t$ the phases $(-1)^{1-t+\rho}(-1)^{3-m}(-1)^{2-\mu}(-1)^{3-m}$ reduce to $(-1)^{\rho+\mu}$, and

$$x_{t\lambda}=\sqrt{2\lambda+1}\,\langle3\|C^1\|2\rangle\langle2\|C^t\|3\rangle\,\Sigma,$$

$$\Sigma=\sum(-1)^{\rho+\mu}\begin{pmatrix}1&t&\lambda\\q&p&-\rho\end{pmatrix}\begin{pmatrix}3&1&2\\-m&q&\mu\end{pmatrix}\begin{pmatrix}2&t&3\\-\mu&p&m'\end{pmatrix}\begin{pmatrix}3&\lambda&3\\-m&\rho&m'\end{pmatrix}.$$

The $6j$ symbol is defined as the sum, with phase $(-1)^{\sum_k(j_k-m_k)}$, of

$$\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.$$

Set $(j_1,\dots,j_6)=(1,t,\lambda,3,3,2)$ and $(m_1,\dots,m_6)=(-q,-p,\rho,-m',-m,-\mu)$. The first symbols coincide. The second and third have even $j$ sums, 6 and $5+t$, so column swaps and sign reversals cost no phase. The fourth is a cyclic permutation. The defining phase is $(-1)^{9+t+\lambda}=(-1)^\lambda$ from the $j_k$, times $(-1)^{\rho+\mu}$ from the $m_k$, because $q+p=\rho$ and $m-m'=\rho$. Hence

$$x_{t\lambda}=(-1)^\lambda\sqrt{2\lambda+1}\begin{Bmatrix}1&t&\lambda\\3&3&2\end{Bmatrix}\langle3\|C^1\|2\rangle\langle2\|C^t\|3\rangle .$$

The triangles restrict $t\le5$ and $|t-1|\le\lambda\le t+1$. Rank $\lambda=0$ is the identity and connects no two levels.

The reversed order follows from adjoints. Since $(C^k_q)^\dagger=(-1)^qC^k_{-q}$, one has $C^t_pP_dC^1_q=(-1)^\rho(C^1_{-q}P_dC^t_{-p})^\dagger$. For the unit tensor, $\langle m'|u^\lambda_{-\rho}|m\rangle=(-1)^{3-m'}\begin{pmatrix}3&\lambda&3\\-m'&-\rho&m\end{pmatrix}$. Swapping the outer columns and reversing all signs each give $(-1)^\lambda$ and cancel, which leaves $(u^\lambda_{-\rho})^\dagger=(-1)^{m-m'}u^\lambda_\rho=(-1)^\rho u^\lambda_\rho$. The two factors $(-1)^\rho$ cancel, $x_{t\lambda}$ is real, and $\langle1\,{-q}\;t\,{-p}|\lambda\,{-\rho}\rangle=(-1)^{1+t-\lambda}\langle1q\,tp|\lambda\rho\rangle$, where $1+t$ is even. So the reversed product has the same expansion with an extra $(-1)^\lambda$:

$$A_q=-R\sum_{\lambda\rho}\Big[\frac1{\Delta_a}+\frac{(-1)^\lambda}{\Delta_b}\Big]\langle bM'|U^\lambda_\rho|aM\rangle\sum_{tp}B_{tp}\langle1q\,tp|\lambda\rho\rangle x_{t\lambda}.$$

### Line strength

Write $U^\lambda=\langle b\|U^\lambda\|a\rangle$. Orthogonality of $3j$ symbols summed over $M,M'$ gives $\delta_{\lambda\lambda'}\delta_{\rho\rho'}|U^\lambda|^2/(2\lambda+1)$, so different ranks do not interfere. The remaining sum is $\sum_{q\rho}\langle1q\,tp|\lambda\rho\rangle\langle1q\,t'p'|\lambda\rho\rangle=\delta_{tt'}\delta_{pp'}(2\lambda+1)/(2t+1)$: the two factors $\sqrt{2\lambda+1}$ come from the conversion to $3j$ symbols, the phase $(-1)^{t-t'}$ is 1, and orthogonality supplies $1/(2t+1)$. The factors $2\lambda+1$ cancel and $x_{t\lambda}^2/(2t+1)$ remains:

$$S=\sum_{\lambda=1}^{6}W_\lambda\Big[\frac1{\Delta_a}+\frac{(-1)^\lambda}{\Delta_b}\Big]^2|U^\lambda|^2,\qquad W_\lambda=R^2\sum_tc_{t\lambda}\sum_p|B_{tp}|^2,$$

$$c_{t\lambda}=\frac{2\lambda+1}{2t+1}\begin{Bmatrix}1&t&\lambda\\3&3&2\end{Bmatrix}^2\langle3\|C^1\|2\rangle^2\langle2\|C^t\|3\rangle^2\ge0 .$$

Evaluating the symbols gives $c_{11}=\frac27$, $c_{12}=\frac6{35}$; $c_{32}=\frac{16}{1715}$, $c_{33}=\frac2{49}$, $c_{34}=\frac{22}{343}$; $c_{54}=\frac{10}{9317}$, $c_{55}=\frac{10}{847}$, $c_{56}=\frac{650}{9317}$.

For $\Delta_a=\Delta_b=\Delta$ the odd ranks cancel and the squared even bracket is $(2/\Delta)^2=4/\Delta^2$. This is the Judd-Ofelt formula with $\Omega_\lambda=4W_\lambda/\Delta^2\ge0$. In a site without $t=1$ terms, $\Omega_2$ comes from $t=3$ alone, and for a pure $t=3$ field $\Omega_2/\Omega_4=c_{32}/c_{34}=\frac{16}{1715}\cdot\frac{343}{22}=\frac8{55}$. In this static model $\Omega_2$ is then small, which matters below.

### The energy-dependent correction

Choose a reference energy $E_0$, and set $\Delta_0=E_d-E_0$, $\Omega_\lambda=4W_\lambda/\Delta_0^2$, $y_a=(E_a-E_0)/\Delta_0$, $y_b=(E_b-E_0)/\Delta_0$. Then $1/\Delta_a=\Delta_0^{-1}(1-y_a)^{-1}$, and all even ranks are multiplied by one factor $F=g^2$ with

$$g=\tfrac12\Big[\frac1{1-y_a}+\frac1{1-y_b}\Big]=1+\tfrac12(y_a+y_b)+\tfrac12(y_a^2+y_b^2)+\dots$$

Squaring and collecting orders gives

$$F=1+(y_a+y_b)+\Big[\tfrac14(y_a+y_b)^2+y_a^2+y_b^2\Big]+O(y^3).$$

Truncation at first order is the modified Judd-Ofelt form,

$$S\simeq\big[1+2\alpha(E_a+E_b-2E_0)\big]\sum_{\lambda=2,4,6}\Omega_\lambda|U^\lambda|^2,\qquad\alpha=\frac1{2\Delta_0}.$$

The neglected second-order term is never negative, so at that order the linear form underestimates $F$. For absorption from a ground level at $E_a=0$ the bracket factorizes as $(1-4\alpha E_0)(1+2\alpha'E_b)$ with $\alpha'=\alpha/(1-4\alpha E_0)$. The data fix only $\alpha'$ and the products $(1-4\alpha E_0)\Omega_\lambda$, so $\alpha$ and $\Omega_\lambda$ mean something only together with $E_0$.

For odd ranks, $1/\Delta_a-1/\Delta_b=(E_a-E_b)/(\Delta_a\Delta_b)$, while the even bracket is $(\Delta_a+\Delta_b)/(\Delta_a\Delta_b)$. The odd factor is smaller than the even one by exactly $[(E_a-E_b)/(\Delta_a+\Delta_b)]^2$, which starts at $\frac14(y_a-y_b)^2$. Dropping it is consistent in the linear form, except where even ranks vanish. From $J=0$ the triangle rule forces $\lambda=J'$, so $0\leftrightarrow$ odd $J'$ lives on odd ranks alone. In a crystal, $J$ mixing opens the same lines, so they do not single out this mechanism.

### What a standard fit returns

Collect $|U^\lambda|^2$ for $n$ bands in the $n\times3$ matrix $\mathsf U$, with Gram matrix $G=\mathsf U^T\mathsf U$. The data are $\mathbf S=\mathrm{diag}(F)\mathsf U\,\boldsymbol\Omega+\mathbf S_{\rm odd}$, and unweighted least squares returns $G^{-1}\mathsf U^T\mathbf S$:

$$\boldsymbol\Omega_{\rm fit}=M\boldsymbol\Omega+G^{-1}\mathsf U^T\mathbf S_{\rm odd},\qquad M=G^{-1}\mathsf U^T\mathrm{diag}(F)\,\mathsf U .$$

A constant $F$ makes $M$ a multiple of the identity and only rescales the parameters. A varying $F$ creates off-diagonal elements of either sign. Without the odd term, and for $M_{22}>0$, $\Omega_{2,\rm fit}<0$ exactly when $\Omega_2<-(M_{24}\Omega_4+M_{26}\Omega_6)/M_{22}$.

The sign of $M_{24}$ can be traced. An excess $\delta S>0$ in a band that has only $|U^4|^2=w$ shifts the fit by $G^{-1}(0,w\,\delta S,0)^T$. That raises $\Omega_4$, because $(G^{-1})_{44}>0$, and changes $\Omega_2$ through the cofactor

$$(G^{-1})_{24}=-\frac{G_{24}G_{66}-G_{26}G_{46}}{\det G},\qquad\det G>0 .$$

### Worked example: Pr³⁺, $4f^2$

The levels come from diagonalizing $\sum_kF^k\,C^k(1)\cdot C^k(2)+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ in the 91 determinants of $f^2$, without configuration-interaction terms. The parameters are recalled rough sizes for Pr³⁺, to two figures: $F^2=6.9\times10^4$, $F^4=5.0\times10^4$, $F^6=3.3\times10^4$, $\zeta=750$ cm⁻¹. Chosen model values are $R=0.9\,a_0$, $\Delta=6\times10^4$ cm⁻¹ above ³H₄, and a $D_{3h}$ field $B(C^3_{-3}-C^3_3)+B(C^5_{-3}-C^5_3)$ with $B=3000$ cm⁻¹. The digits below serve the arithmetic; they are not predictions for a host.

Take $E_0=0$ at ³H₄. Then $\sum_p|B_{tp}|^2=2B^2$, $a_0^2=2800.3\times10^{-20}$ cm², and the common prefactor is $4\times0.81\times2800.3\times2\times(0.05)^2=45.36$. Therefore $\Omega_2=45.36\times\frac{16}{1715}=0.423$, $\Omega_4=45.36\,(\frac{22}{343}+\frac{10}{9317})=2.958$, $\Omega_6=45.36\times\frac{650}{9317}=3.165$, and the odd analogues $4W_3/\Delta^2=1.852$, $4W_5/\Delta^2=0.536$. The strengths $S$ are the amplitude $A_q$ summed explicitly over the 140 determinants of $4f5d$, and $|U^\lambda|^2=\sum_{MM'\rho}|\langle bM'|U^\lambda_\rho|aM\rangle|^2$. $E$ is in $10^3$ cm⁻¹, and $U_\lambda$ stands for $|U^\lambda|^2$.

| band | $E$ | $U_2$ | $U_4$ | $U_6$ | $F$ | $S$ |
|---|---|---|---|---|---|---|
| ³H₆ | 4.31 | 0.000 | 0.034 | 0.139 | 1.079 | 0.582 |
| ³F₂ | 4.91 | 0.509 | 0.403 | 0.117 | 1.091 | 1.944 |
| ³F₃ | 6.32 | 0.065 | 0.346 | 0.697 | 1.121 | 3.654 |
| ³F₄ | 6.66 | 0.020 | 0.049 | 0.484 | 1.129 | 1.902 |
| ¹G₄ | 9.55 | 0.001 | 0.008 | 0.034 | 1.198 | 0.157 |
| ¹D₂ | 16.88 | 0.003 | 0.016 | 0.050 | 1.430 | 0.298 |
| ¹I₆ | 20.69 | 0.010 | 0.056 | 0.026 | 1.596 | 0.406 |
| ³P₀ | 21.10 | 0 | 0.173 | 0 | 1.616 | 0.828 |
| ³P₁ | 21.73 | 0 | 0.170 | 0 | 1.648 | 0.849 |
| ³P₂ | 22.92 | 0.000 | 0.037 | 0.137 | 1.714 | 0.946 |

For ³P₂, $\Delta/(\Delta-E)=60/37.08=1.618$ and $F=(2.618/2)^2=1.714$. For ³P₀, $S=1.616\times0.173\times2.958=0.83$. The odd part is largest for ³P₁, 0.022 or 2.6% of its $S$. The emission lines ³P₀ → ³H₅ and ³F₃ have $S=0.012$ each, about 1.5% of ³P₀ → ³H₄.

From the table, $G_{24}\approx0.229$, $G_{66}\approx0.776$, $G_{26}\approx0.115$, $G_{46}\approx0.324$, so $G_{24}G_{66}-G_{26}G_{46}\approx0.178-0.037>0$ and $(G^{-1})_{24}<0$. The bands ³P₀ and ³P₁ are pure $U_4$ and enhanced by more than 60%, so they push $\Omega_4$ up and $\Omega_2$ down. The first row of $M$ is $(1.088,-0.307,-0.011)$, the odd shift is $-0.031$, and

$$\Omega_{2,\rm fit}=0.460-0.908-0.035-0.031=-0.514,$$

or $-1.8\times10^{-4}a_0^2$ against a true $+1.5\times10^{-4}a_0^2$. The same number can be read from ³F₂. The normal equation $\sum_iU_{2,i}r_i=0$ for the residuals $r_i$ is dominated by that band, which must therefore be fitted almost exactly. With the fitted $\Omega_4=4.491$ and $\Omega_6=3.271$ this gives $\Omega_2\approx(1.944-1.810-0.383)/0.509=-0.49$. The inflated $\Omega_4$ overfills ³F₂, and $\Omega_2$ pays for it. The threshold without odd terms is $(0.908+0.035)/1.088=0.867$. A $t=1$ field or ligand polarization that lifts the true $\Omega_2$ somewhat above this leaves a positive fitted value, still too low by the same off-diagonal term.

The fits compare as follows, with rms $=\sqrt{\sum r_i^2/(n-p)}$ for $p$ parameters and unweighted residuals.

| fit | $\Omega_2$ | $\Omega_4$ | $\Omega_6$ | rms |
|---|---|---|---|---|
| true, $E_0=0$ | 0.42 | 2.96 | 3.17 | |
| standard | −0.51 | 4.49 | 3.27 | 0.153 |
| standard, weight $E$ | −1.11 | 4.86 | 3.77 | 0.252 |
| without ³P₂ | −0.50 | 4.51 | 3.20 | 0.093 |
| ³H₆ to ¹G₄ only | 0.41 | 3.27 | 3.58 | 0.019 |
| linear, $E_0=0$ | 0.04 | 3.50 | 3.11 | 0.079 |
| full $F$, known $\Delta$ | 0.40 | 2.99 | 3.16 | 0.008 |
| full $F$, free $\Delta$ | 0.43 | 2.95 | 3.16 | 0.006 |

Removing ³P₂ lowers the rms by 40% and leaves $\Omega_2$ where it was. In this model the $U_4$ and $U_6$ of that band push the fitted $\Omega_2$ in opposite directions and nearly cancel, so it has little leverage on $\Omega_2$ as long as ³F₂ is in the set. Merging ³H₆+³F₂, ³F₃+³F₄ and ³P₁+¹I₆ into single bands gives $-0.96$ with ³P₂ and $-0.94$ without. Dropping ³F₂ alone from the ten bands gives $-12$, and with ³H₆ and ³F₂ both absent and the other two pairs merged the fit returns $-25$ with ³P₂ and $+10$ without. A smaller rms is no evidence that the bias has gone. Weighting residuals by $E$, which mimics a fit to oscillator strengths at constant refractive index, stresses the high bands and doubles the negative value. The infrared bands have $F$ between 1.08 and 1.20. They return $\Omega_4$ and $\Omega_6$ raised by 11% and 13% of their true values but $\Omega_2$ lowered by 4%, so a smaller negative bias remains and here nearly cancels the rescaling of $\Omega_2$.

With $\alpha$ fixed at $1/(2\Delta)$, the linear form about $E_0=0$ uses $1+E/\Delta=1.38$ for ³P₂ in place of 1.71, and recovers less than a tenth of the true $\Omega_2$. About $E_0=10^4$ cm⁻¹ ($\Delta_0=5\times10^4$ cm⁻¹, $\alpha=1.0\times10^{-5}$ cm) the true values are rescaled by $(6/5)^2$ to $(0.61,4.26,4.56)$, and the fit gives $(0.60,4.73,4.85)$ with rms 0.024. The series explains the gain. With $y_a=-0.2$, the second-order term is $0.023+0.040+0.010=0.07$ for ³F₂ ($y_b=-0.102$) and $0.001+0.040+0.067=0.11$ for ³P₂ ($y_b=0.258$). What matters is its size relative to the linear bracket $1+y_a+y_b$, which is 0.70 for ³F₂ and 1.06 for ³P₂: about 10% in both. About $E_0=0$ the ratio $F/(1+E/\Delta)$ instead runs from 1.01 for ³F₂ to 1.24 for ³P₂. About $E_0=10^4$ cm⁻¹ the ratio of the exact factor, $F/1.44$ with $F$ from the table, to the linear bracket stays between 1.05 and 1.12 over all ten bands. The remainder there acts mostly as a scale error, and the fitted $\Omega_4$ and $\Omega_6$ lie 11% and 6% above their true values. A scale error of that size would lift $\Omega_2$ to between 0.65 and 0.68, so the match of 0.60 with 0.61 is a cancellation of the scale error against a residual negative bias, not a measure of accuracy. With $\alpha'$ fitted freely the linear form gives $\alpha'=2.0\times10^{-5}$ cm, $(0.46,2.6,2.8)$, rms 0.013 and $\Omega_2/\Omega_4=0.17$ against the true 0.143. The unexpanded $F$ has the same number of parameters and, for a collapsed configuration, avoids the truncation error; with the structured $4f5d$ of the next section that advantage is lost (rms 0.036 and ratio 0.13 for free $\Delta$, rms 0.030 and ratio 0.16 for free $\alpha'$). A one-dimensional minimization of the rms over $1/\Delta$ returns $\Delta=5.9\times10^4$ cm⁻¹, 2% below the input; the omitted odd ranks are the only difference between that fit function and the data.

Repeating the standard fit at other $\Delta$, with the same levels and field, gives $\Omega_{2,\rm fit}/\Omega_4=-0.32,\,-0.17,\,-0.05,\,+0.01,\,+0.09$ for $\Delta=5,6,8,10,20\times10^4$ cm⁻¹, where $\Omega_4$ is the true value and the true ratio is 0.143. Root finding places the sign change at $9.7\times10^4$ cm⁻¹ for this band set and this ratio $B_{53}/B_{33}$. The bias fades continuously and is still 40% of the true $\Omega_2$ at $2\times10^5$ cm⁻¹. The ratios $E_b/\Delta$ and the pattern of $\mathsf U$ fix $M$, so another ion needs its own; the bias also depends on the ratios of the true parameters and on the odd ranks. Pr³⁺ combines a low $5d$ configuration, strong pure-$U_4$ bands at the top of the range, and one band that determines $\Omega_2$.

### Where the correction itself fails

The collapsed configuration was the other approximation. Write $H_d=E_d+H'$ with $H'$ traceless. Then $(\Delta_a+H')^{-1}=\Delta_a^{-1}-H'\Delta_a^{-2}+\dots$, and the amplitude gains

$$\delta A_q=+\langle b|\,D_qH'V/\Delta_a^2+VH'D_q/\Delta_b^2\,|a\rangle .$$

This is of order $1/\Delta^2$, the same formal order as the linear correction. $H'$ contains spin-orbit and two-electron terms, so closure now yields spin-dependent and two-body operators outside the $U^\lambda$ form. For $N>2$ the repulsion within the $4f^{N-1}$ core adds three-body operators.

To size it, give $4f5d$ its direct, exchange and spin-orbit structure with recalled rough values $F^2(fd)=2.3\times10^4$, $F^4(fd)=1.1\times10^4$, $G^1=1.0\times10^4$, $G^3=8\times10^3$, $G^5=6\times10^3$, $\zeta_d=1\times10^3$ cm⁻¹, keeping the barycentre at $6\times10^4$ cm⁻¹. The configuration then spans $5.4$ to $7.0\times10^4$ cm⁻¹. The first-order change $\delta S/S$, from $\delta S=2\,\mathrm{Re}\sum A_q^*\,\delta A_q$, is 0.06 to 0.11 for the four lowest bands, where $E/\Delta$ is 0.07 to 0.11, and 0.06 to 0.18 for the five visible bands, where $E/\Delta$ is 0.28 to 0.38. For ¹G₄ it is $-0.08$. Apart from ¹G₄ and ¹I₆, the change is thus roughly a common increase near 10%. Since $\delta A_q$ and $A_q$ carry opposite explicit signs, an increase corresponds to effectively negative $H'$. A plausible reading, offered as a conjecture, is that the states reached from ³H₄ lie below the barycentre.

With the full resolvent, the standard fit still gives $\Omega_2=-0.64$ (rms 0.178). The factor $F$ at the barycentre $\Delta$ gives $(0.38,3.37,3.47)$ with rms 0.034, four times the collapsed-case rms. Free $\Delta$ gives $1/\Delta=1.72\times10^{-5}$ cm against the barycentre value $1.67\times10^{-5}$ cm; the collapsed case already gave $1.70\times10^{-5}$ cm through the omitted odd ranks, so the structure accounts for only the smaller part of this shift. The fitted value also depends on the band set: without ³P₂ it becomes about $2.0\times10^{-5}$ cm. With all ten bands the correction survives a free-ion-like structure in this model, but its parameters are effective ones: $\Delta$ is neither the absorption onset nor exactly the barycentre, and no exact $\Omega_\lambda$ exist to compare with. The large crystal-field splitting of $5d$ in a solid was not included in these numbers. Trial axial $5d$ fields that widen the configuration to about $2.5\times10^4$ cm⁻¹ leave the standard $\Omega_2$ negative ($-0.4$ to $-1.1$), while $F$ at the barycentre gives $\Omega_2$ between 0.23 and 0.43 with rms 0.03 to 0.09, and the free $1/\Delta$ ranges from 1.5 to $2.0\times10^{-5}$ cm.

Two further limits apply. The expansion in $V$ needs $B\ll\Delta_b$, and it needs the second-order shifts, of order $B^2/\Delta=150$ cm⁻¹ here, to be small against the spacing of levels treated as separate bands. Full diagonalization at $B=3000$ cm⁻¹ with the collapsed configuration gives shifts of 8 to 78 cm⁻¹, changes $S$ by up to 0.8%, and moves the standard $\Omega_2$ from $-0.51$ to $-0.47$. For ¹S₀, at $4.8\times10^4$ cm⁻¹ in this model, the distance to the lowest $4f5d$ state is smaller than the width of the configuration, and the collapsed denominator has no meaning. Finally, a negative $\Omega_2$ in measured data does not prove this mechanism: any error that inflates the measured strengths of ³P₀ and ³P₁ lowers the fitted $\Omega_2$ through the same negative $(G^{-1})_{24}$.

All numerical values are calculated from the stated model.
